# Diradical character from a spin-projected UHF pair, applied to stretched H2: test program

```python
# Result under test: for a UHF pair with orbital overlap T = <a|b>, the singlet
# part has doubly excited weight W with 2W = y = 1 - 2T/(1+T^2).
# g,u: natural orbitals; h: one-electron energies; J,K: Coulomb and exchange
# integrals; delta: half the energy gap between configurations u^2 and g^2;
# curvature: second derivative of the minimal-basis UHF energy with respect to T.
# Atomic units are used throughout (hartree, bohr).
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo


def diradical(T):
    return 1 - 2*T/(1 + T*T)


def fock_projection(overlaps):
    """Project a product of broken pairs using the eigenvectors of S^2."""
    modes = 4*len(overlaps)
    lower = np.array([[0., 1.], [0., 0.]])
    parity = np.diag([1., -1.])
    ops = []
    for mode in range(modes):
        op = np.eye(1)
        for k in range(modes):
            factor = parity if k < mode else lower if k == mode else np.eye(2)
            op = np.kron(op, factor)
        ops.append(op)
    dim = 2**modes
    raising = np.zeros((dim, dim))
    sz = np.zeros((dim, dim))
    for p in range(modes//2):
        up, down = ops[2*p], ops[2*p+1]
        raising += up.T @ down
        sz += 0.5*(up.T @ up - down.T @ down)
    spin2 = raising.T @ raising + sz @ sz + sz
    state = np.zeros(dim)
    state[0] = 1
    for pair, T in enumerate(overlaps):
        c, s = np.sqrt((1+T)/2), np.sqrt((1-T)/2)
        k = 4*pair
        state = (c*ops[k] + s*ops[k+2]).T @ (
            (c*ops[k+1] - s*ops[k+3]).T @ state)
    values, vectors = np.linalg.eigh(spin2)
    singlets = vectors[:, np.abs(values) < 1e-8]
    projected = singlets @ (singlets.T @ state)
    singlet_weight = projected @ projected
    projected /= np.sqrt(singlet_weight)
    n_up, n_down = ops[2].T @ ops[2], ops[3].T @ ops[3]
    double = projected @ n_up @ n_down @ projected
    occupation = projected @ (n_up + n_down) @ projected
    return double, occupation, singlet_weight, state @ spin2 @ state


def molecule(R, basis):
    return gto.M(atom=[("H", (0, 0, 0)), ("H", (0, 0, R))],
                 unit="Bohr", basis=basis, verbose=0)


def core_integrals(mol):
    return (mol.intor("int1e_ovlp"),
            mol.intor("int1e_kin") + mol.intor("int1e_nuc"))


def run_uhf(mol):
    S, h = core_integrals(mol)
    orbitals = eigh(h, S)[1]
    a = (orbitals[:, 0] + orbitals[:, 1])/np.sqrt(2)
    b = (orbitals[:, 0] - orbitals[:, 1])/np.sqrt(2)
    mf = scf.UHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 300
    mf.kernel(np.array([np.outer(a, a), np.outer(b, b)]))
    assert mf.converged
    a, b = mf.mo_coeff[0][:, 0], mf.mo_coeff[1][:, 0]
    T = a @ S @ b
    if T < 0:
        b, T = -b, -T
    return mf, a, b, min(T, 1.0)


def pair_occupations(pair):
    density = pair @ pair.T + pair.T @ pair
    return np.linalg.eigvalsh(density)[::-1]


def full_ci_occupations(mol):
    S, h = core_integrals(mol)
    X = eigh(h, S)[1]
    n = X.shape[1]
    one = X.T @ h @ X
    eri = ao2mo.kernel(mol, X, compact=False).reshape(n, n, n, n)
    H = np.kron(one, np.eye(n)) + np.kron(np.eye(n), one)
    H += eri.transpose(0, 2, 1, 3).reshape(n*n, n*n)
    pair = eigh(H, subset_by_index=[0, 0])[1][:, 0].reshape(n, n)
    assert np.linalg.norm(pair - pair.T) < 1e-7
    return pair_occupations(pair)


def minimal_model(R):
    mol = molecule(R, "sto-3g")
    S, h = core_integrals(mol)
    g = np.array([1., 1.])/np.sqrt(2+2*S[0, 1])
    u = np.array([1., -1.])/np.sqrt(2-2*S[0, 1])
    eri = mol.intor("int2e")

    def repulsion(p, q, r, s):
        return np.einsum("i,j,k,l,ijkl", p, q, r, s, eri)
    m = dict(hg=g @ h @ g, hu=u @ h @ u, Jgg=repulsion(g, g, g, g),
             Juu=repulsion(u, u, u, u), Jgu=repulsion(g, g, u, u),
             K=repulsion(g, u, g, u))
    m["delta"] = m["hu"]-m["hg"] + (m["Juu"]-m["Jgg"])/2
    m["curvature"] = (m["Jgg"]+m["Juu"])/2 - m["Jgu"] + 2*m["K"]
    m["ratio"] = m["delta"]/m["curvature"]
    m["T"] = min(1.0, m["ratio"])
    m["yci"] = 1 - m["delta"]/np.hypot(m["delta"], m["K"])
    return m


# Spin projection from the definition of S^2.
for T in (0.0, 0.2, 0.5, 0.8, 1.0):
    W, n_u, singlet, spin2 = fock_projection([T])
    assert abs(2*W - diradical(T)) < 1e-10
    assert abs(n_u - diradical(T)) < 1e-10
    assert abs(singlet - (1+T*T)/2) < 1e-10
    assert abs(spin2 - (1-T*T)) < 1e-10
T_demo = 0.5
with_core = 2*fock_projection([T_demo, 1.0])[0]
two_broken = 2*fock_projection([T_demo, T_demo])[0]
assert abs(with_core - diradical(T_demo)) < 1e-10
assert abs(two_broken - diradical(T_demo)) > 0.01
print(f"Pair test: T = {T_demo:.3f}, y = {diradical(T_demo):.6f}")
print(f"2W with a closed second pair = {with_core:.6f}")
print(f"2W with two equally broken pairs = {two_broken:.6f}")

# Minimal-basis formulas against SCF and dense full CI.
distances = (1.4, 2.0, 2.5, 3.0, 4.0, 5.0, 6.0, 8.0)
print("STO-3G: R/bohr, T, 1-T, y, y_CI (last four dimensionless)")
for R in distances:
    m = minimal_model(R)
    mol = molecule(R, "sto-3g")
    mf, a, b, T = run_uhf(mol)
    assert m["curvature"] > 0
    assert abs(T - m["T"]) < 1e-5
    t = m["T"]
    energy = ((1+t)*m["hg"] + (1-t)*m["hu"] + (1+t)**2*m["Jgg"]/4
              + (1-t)**2*m["Juu"]/4 + (1-t*t)*(m["Jgu"]-2*m["K"])/2 + 1/R)
    assert abs(energy - mf.e_tot) < 1e-8
    assert abs(full_ci_occupations(mol)[1] - m["yci"]) < 1e-8
    print(f"{R:.1f} {t:.6f} {1-t:.6f} {diradical(t):.6f} {m['yci']:.6f}")

m = minimal_model(4.0)
print("STO-3G integrals at R = 4.0 bohr, in hartree:")
for name in ("hg", "hu", "Jgg", "Juu", "Jgu", "K", "delta", "curvature"):
    print(f"{name} = {m[name]:.6f}")

# Onset of symmetry breaking.
R_cf = brentq(lambda R: minimal_model(R)["ratio"] - 1, 1.5, 4.0)
m = minimal_model(R_cf)
rhf = scf.RHF(molecule(R_cf, "sto-3g"))
rhf.conv_tol = 1e-12
rhf.kernel()
gap = rhf.mo_energy[1] - rhf.mo_energy[0]
assert rhf.converged and abs(gap - m["Jgu"] - m["K"]) < 1e-6
assert 1 - run_uhf(molecule(R_cf-0.1, "sto-3g"))[3] < 1e-6
assert 1 - run_uhf(molecule(R_cf+0.1, "sto-3g"))[3] > 1e-3
step = 0.002
T1, T2 = (minimal_model(R_cf+k*step)["T"] for k in (1, 2))
linear_ratio = (1-T2)/(1-T1)
quadratic_ratio = diradical(T2)/diradical(T1)
assert abs(linear_ratio - 2) < 0.02
assert abs(quadratic_ratio - 4) < 0.05
angstrom = physical_constants["Bohr radius"][0]*1e10
print(f"STO-3G Coulson-Fischer distance = {R_cf:.4f} bohr")
print(f"The same distance = {R_cf*angstrom:.4f} angstrom")
print(f"RHF orbital gap there = {gap:.6f} hartree")
print(f"Onset step = {step:.3f} bohr")
print(f"Doubling the step: (1-T) ratio = {linear_ratio:.4f}")
print(f"Doubling the step: y ratio = {quadratic_ratio:.4f}")

# At large separation the projected deficit from one agrees with CI.
m = minimal_model(8.0)
projected_ratio = (1-diradical(m["T"]))/(1-m["yci"])
raw_ratio = m["T"]/(1-m["yci"])
assert abs(projected_ratio - 1) < 0.01
assert abs(raw_ratio - 0.5) < 0.01
print(f"STO-3G, 8.0 bohr: (1-y)/(1-y_CI) = {projected_ratio:.5f}")
print(f"STO-3G, 8.0 bohr: T/(1-y_CI) = {raw_ratio:.5f}")

# Extended-basis example; projection is performed on the pair function itself.
print("cc-pVTZ: R/bohr, T, <S^2>, 1-T, y, second full-CI occupation")
y_values = []
for R in distances:
    mol = molecule(R, "cc-pvtz")
    mf, a, b, T = run_uhf(mol)
    S, h = core_integrals(mol)
    X = eigh(h, S)[1]
    a, b = X.T @ S @ a, X.T @ S @ b
    raw = np.linalg.eigvalsh(np.outer(a, a)+np.outer(b, b))[::-1]
    pair = np.outer(a, b)
    pair = pair + pair.T
    pair /= np.linalg.norm(pair)
    y = diradical(T)
    spin2 = mf.spin_square()[0]
    assert abs(raw[0]-(1+T)) < 1e-8 and abs(raw[1]-(1-T)) < 1e-8
    assert abs(pair_occupations(pair)[1] - y) < 1e-8
    assert abs(spin2 - (1-T*T)) < 1e-7
    n_ci = full_ci_occupations(mol)[1]
    if R <= 2.0:
        assert y < 1e-8 and n_ci > 0.001
    y_values.append(y)
    print(f"{R:.1f} {T:.6f} {abs(spin2):.6f} {1-T:.6f} {y:.6f} {n_ci:.6f}")
assert np.all(np.diff(y_values[1:]) > 0)
print("done: every assertion held")
```

Printed output:

```
Pair test: T = 0.500, y = 0.200000
2W with a closed second pair = 0.200000
2W with two equally broken pairs = 0.178571
STO-3G: R/bohr, T, 1-T, y, y_CI (last four dimensionless)
1.4 1.000000 0.000000 0.000000 0.025410
2.0 1.000000 0.000000 0.000000 0.074073
2.5 0.748450 0.251550 0.040558 0.161901
3.0 0.475142 0.524858 0.224739 0.305759
4.0 0.189758 0.810242 0.633674 0.643921
5.0 0.073550 0.926450 0.853691 0.854346
6.0 0.026510 0.973490 0.947017 0.947047
8.0 0.002586 0.997414 0.994827 0.994827
STO-3G integrals at R = 4.0 bohr, in hartree:
hg = -0.756849
hu = -0.667440
Jgg = 0.502616
Juu = 0.525855
Jgu = 0.512086
K = 0.265128
delta = 0.101028
curvature = 0.532406
STO-3G Coulson-Fischer distance = 2.1797 bohr
The same distance = 1.1534 angstrom
RHF orbital gap there = 0.806787 hartree
Onset step = 0.002 bohr
Doubling the step: (1-T) ratio = 1.9982
Doubling the step: y ratio = 4.0000
STO-3G, 8.0 bohr: (1-y)/(1-y_CI) = 1.00001
STO-3G, 8.0 bohr: T/(1-y_CI) = 0.50001
cc-pVTZ: R/bohr, T, <S^2>, 1-T, y, second full-CI occupation
1.4 1.000000 0.000000 0.000000 0.000000 0.020005
2.0 1.000000 0.000000 0.000000 0.000000 0.051559
2.5 0.848079 0.280763 0.151921 0.013425 0.105697
3.0 0.570573 0.674446 0.429427 0.139117 0.198697
4.0 0.262491 0.931099 0.737509 0.508859 0.485277
5.0 0.121240 0.985301 0.878760 0.761032 0.740890
6.0 0.055552 0.996914 0.944448 0.889239 0.881060
8.0 0.011085 0.999877 0.988915 0.977832 0.976794
done: every assertion held
```
